# Third-harmonic dipole response of rotational diffusion at cubic order: a program that tests the result

```python
"""
Third-harmonic response of rigid dipoles in rotational diffusion.

Result under test: for a field E0*cos(w t), to third order in E0, the mean
<cos(theta)> has the 3w part Re[A3 exp(3 i w t)] with
    A3 = -(xi0**3/60) / ((1 + i x) (3 + 2 i x) (1 + 3 i x)).
Symbols: xi0 = mu*E0/(kB*T), x = w*tau, tau = 1/(2 D), D = rotational
diffusion coefficient, u = cos(theta), f(u, t) = orientational distribution.
Diffusion equation, time s in units of tau:
    df/ds = (1/2) d/du[(1 - u^2) (df/du - xi(s) f)].
The reference side solves this equation on a grid at finite field.
"""
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import spsolve
from scipy.constants import physical_constants


# ---------- derived formulas ----------
def third_harmonic(xi0, x):
    return -xi0**3 / 60 / ((1 + 1j*x) * (3 + 2j*x) * (1 + 3j*x))


def linear_response(xi0, x):
    return xi0 / (3 * (1 + 1j*x))


def rank2_second_harmonic(xi0, x):
    return xi0**2 / (10 * (1 + 1j*x) * (3 + 2j*x))


def rank2_constant(xi0, x):
    return xi0**2 / (30 * (1 + x**2))


def cubic_fundamental(xi0, x):
    bracket = 1/(30*(1 + x**2)) + 1/(20*(1 + 1j*x)*(3 + 2j*x))
    return -xi0**3 / (3 * (1 + 1j*x)) * bracket


# ---------- symbolic tests: change of variable and moment equations ----------
u, xi, theta = sp.symbols("u xi theta")
coeffs = sp.symbols("c0:6")
f_poly = sum(c * u**m for m, c in enumerate(coeffs))
operator_u = sp.diff((1 - u**2) * (sp.diff(f_poly, u) - xi*f_poly), u) / 2

f_theta = f_poly.subs(u, sp.cos(theta))
current = sp.sin(theta) * (sp.diff(f_theta, theta) + xi*sp.sin(theta)*f_theta)
operator_theta = sp.diff(current, theta) / (2*sp.sin(theta))
sample = {c: sp.Rational(m + 2, 2*m + 3) for m, c in enumerate(coeffs)}
sample[xi] = sp.Rational(7, 10)
for angle in (0.4, 1.3, 2.5):
    left = float(operator_theta.subs(sample).subs(theta, angle))
    right = float(operator_u.subs(sample).subs(u, np.cos(angle)))
    assert abs(left - right) < 1e-10


def moment(n, function):
    return sp.integrate(sp.expand(sp.legendre(n, u) * function), (u, -1, 1))


for n in (1, 2, 3):
    claimed = -sp.Rational(n*(n + 1), 2) * (
        moment(n, f_poly)
        - xi*(moment(n - 1, f_poly) - moment(n + 1, f_poly))/(2*n + 1))
    assert sp.expand(moment(n, operator_u) - claimed) == 0


# ---------- finite-volume form of the diffusion equation ----------
def grid_operators(cells):
    """Cell centres, width, free diffusion matrix, drift matrix per unit xi."""
    h = 2.0 / cells
    centres = -1 + h*(np.arange(cells) + 0.5)
    faces = -1 + h*np.arange(1, cells)
    weight = sparse.diags(1 - faces**2)
    shape = (cells - 1, cells)
    gradient = sparse.diags([-1/h, 1/h], [0, 1], shape=shape)
    average = sparse.diags([0.5, 0.5], [0, 1], shape=shape)
    divergence = -gradient.T
    free = 0.5 * divergence @ weight @ gradient
    drift = -0.5 * divergence @ weight @ average
    return centres, h, free.tocsc(), drift.tocsc()


def periodic_state(xi0, x, grid, kmax=5):
    """Complex Fourier coefficients of <P1> and <P2>, as dicts over k."""
    centres, h, free, drift = grid
    cells = len(centres)
    orders = np.arange(-kmax, kmax + 1)
    size = len(orders)
    shift = sparse.diags([1.0, 1.0], [-1, 1], shape=(size, size))
    matrix = (sparse.kron(sparse.diags(1j*x*orders), sparse.eye(cells))
              - sparse.kron(sparse.eye(size), free)
              - 0.5*xi0*sparse.kron(shift, drift))
    # The equations fix f up to a factor: pin one value, normalize afterwards.
    pin = kmax*cells
    total = size*cells
    matrix = matrix + sparse.coo_matrix(([1.0], ([pin], [pin])),
                                        shape=(total, total))
    source = np.zeros(total, dtype=complex)
    source[pin] = 1.0
    f = spsolve(matrix.tocsc(), source).reshape(size, cells)
    f = f / (f[kmax].sum() * h)
    p1 = f @ centres * h
    p2 = f @ (1.5*centres**2 - 0.5) * h
    return dict(zip(orders, p1)), dict(zip(orders, p2))


grid = grid_operators(400)
rates = np.sort(np.linalg.eigvalsh(-grid[2].toarray()))[:4]
assert np.allclose(rates, [0, 1, 3, 6], atol=2e-3)

fields = np.array([0.15, 0.30, 0.45, 0.60])


def field_series(values):
    """Coefficients of a series in xi0**2 through the computed values."""
    powers = np.vander(fields**2, increasing=True).astype(complex)
    return np.linalg.solve(powers, np.array(values, dtype=complex))


x_real_zero = np.sqrt(3/17)
x_imag_zero = np.sqrt(7/3)
frequencies = [0.1, x_real_zero, 0.5, 1.0, x_imag_zero, 5.0]
series3 = {}
worst = 0.0
for x in frequencies:
    states = [periodic_state(a, x, grid) for a in fields]
    s3 = field_series([2*p1[3]/a**3 for a, (p1, p2) in zip(fields, states)])
    s1 = field_series([2*p1[1]/a for a, (p1, p2) in zip(fields, states)])
    s2 = field_series([2*p2[2]/a**2 for a, (p1, p2) in zip(fields, states)])
    s0 = field_series([p2[0] for p1, p2 in states])
    series3[x] = s3
    pairs = [(s3[0], third_harmonic(1, x)),
             (s1[0], linear_response(1, x)),
             (s1[1], cubic_fundamental(1, x)),
             (s2[0], rank2_second_harmonic(1, x)),
             (s0[1], rank2_constant(1, x))]
    for computed, formula in pairs:
        # grid error is of order h^2, field-series error smaller still
        assert abs(computed/formula - 1) < 2e-3, (x, computed, formula)
    worst = max(worst, abs(s3[0]/third_harmonic(1, x) - 1))

c_real = series3[x_real_zero][0]
c_imag = series3[x_imag_zero][0]
assert abs(c_real.real) < 2e-3*abs(c_real)
assert abs(c_imag.imag) < 2e-3*abs(c_imag)

# ---------- time integration from a non-equilibrium start ----------
coarse = grid_operators(40)
centres, h, free, drift = coarse
free, drift = free.toarray(), drift.toarray()
xi_time, x_time, steps, periods = 0.3, 1.0, 4096, 4
dt = 2*np.pi/x_time/steps
f = 0.5*(1 + 0.5*centres)


def rate(s, f):
    return free @ f + xi_time*np.cos(x_time*s)*(drift @ f)


signal = 0j
for step in range(steps*periods):
    s = step*dt
    if step >= steps*(periods - 1):
        signal += 2*h*(centres @ f)*np.exp(-3j*x_time*s)/steps
    k1 = rate(s, f)
    k2 = rate(s + dt/2, f + dt/2*k1)
    k3 = rate(s + dt/2, f + dt/2*k2)
    k4 = rate(s + dt, f + dt*k3)
    f = f + dt/6*(k1 + 2*k2 + 2*k3 + k4)
same_grid = 2*periodic_state(xi_time, x_time, coarse)[0][3]
assert abs(signal/same_grid - 1) < 1e-3
# coarse grid and fifth order in the field each allow about one percent
time_error = abs(signal/third_harmonic(xi_time, x_time) - 1)
assert time_error < 0.03

# ---------- static limit from the Langevin function ----------
phase = 2*np.pi*(np.arange(64) + 0.5)/64
xi_static = 0.3
argument = xi_static*np.cos(phase)
langevin = 1/np.tanh(argument) - 1/argument
static3 = 2*np.mean(langevin*np.cos(3*phase))
static_ratio = static3/third_harmonic(xi_static, 0.0).real
assert abs(static_ratio - (1 - 5*xi_static**2/42)) < 3e-4

# ---------- worked example ----------
mu, kT, E0 = 1.0, 0.025, 0.0025          # e*angstrom, eV, V/angstrom
hbar_over_tau, hbar_omega = 1.0e-4, 5.0e-5  # eV
xi0 = mu*E0/kT
x = hbar_omega/hbar_over_tau
A3 = third_harmonic(xi0, x)
p3 = mu*A3
full = 2*periodic_state(xi0, x, grid)[0][3]
assert abs(full/A3 - 1) < 3e-3
fifth = series3[0.5][1]/series3[0.5][0]*xi0**2

bohr = physical_constants["Bohr radius"][0]*1e10
hartree = physical_constants["Hartree energy in eV"][0]
mu_au, kT_au, E0_au = mu/bohr, kT/hartree, E0*bohr/hartree
p3_au = -mu_au**4*E0_au**3/(60*kT_au**3)/((1+1j*x)*(3+2j*x)*(1+3j*x))
assert abs(p3_au*bohr/p3 - 1) < 1e-10


def show(label, z, unit=""):
    print(f"{label}: {z.real:.4e} {z.imag:+.4e} i, modulus {abs(z):.4e} {unit}")


print("TESTS")
print("field-free rates times tau:", " ".join(f"{abs(r):.4f}" for r in rates))
print(f"largest relative error of third-harmonic formula: {worst:.1e}")
print(f"time integration, xi0 = {xi_time}, x = {x_time}:")
show("  third harmonic from time integration", signal)
show("  third-order formula", third_harmonic(xi_time, x_time))
print(f"  relative difference: {time_error:.4f}")
print(f"static 3rd harmonic / third-order value, xi0 = {xi_static}: "
      f"{static_ratio:.5f}")
print("EXAMPLE")
print(f"dipole mu: {mu:.1f} e*angstrom")
print(f"thermal energy kB*T: {kT:.3f} eV")
print(f"field amplitude E0: {E0:.4f} V/angstrom")
print(f"hbar/tau: {hbar_over_tau:.1e} eV")
print(f"hbar*omega: {hbar_omega:.1e} eV")
print(f"xi0 = mu*E0/(kB*T): {xi0:.3f}")
print(f"x = omega*tau: {x:.3f}")
show("linear <P1> amplitude at omega", linear_response(xi0, x))
show("<P2> amplitude at 2 omega", rank2_second_harmonic(xi0, x))
print(f"constant part of <P2>: {rank2_constant(xi0, x):.4e}")
show("cubic correction to <P1> at omega", cubic_fundamental(xi0, x))
show("<P1> amplitude A3 at 3 omega", A3)
show("same from grid solution at full field", full)
show("dipole amplitude p3", p3, "e*angstrom")
print(f"modulus of p3 in atomic units: {abs(p3_au):.4e} e*a0")
print(f"phase of p3: {np.degrees(np.angle(p3)):.2f} degrees")
print(f"fifth-order relative correction to A3: modulus {abs(fifth):.1e}")
print("TABLE: x, hbar*omega (eV), |A3|/static, phase (deg), grid |A3|/static")
static_value = abs(third_harmonic(1, 0.0))
for x in frequencies:
    z = third_harmonic(1, x)
    print(f"{x:.4f}  {x*hbar_over_tau:.3e}  {abs(z)/static_value:.5f}  "
          f"{np.degrees(np.angle(z)):8.2f}  "
          f"{abs(series3[x][0])/static_value:.5f}")
print("OK")
```

Running it gives:

```
TESTS
field-free rates times tau: 0.0000 1.0000 3.0000 6.0000
largest relative error of third-harmonic formula: 3.1e-05
time integration, xi0 = 0.3, x = 1.0:
  third harmonic from time integration: 2.4059e-05 +1.3814e-05 i, modulus 2.7743e-05 
  third-order formula: 2.4231e-05 +1.3846e-05 i, modulus 2.7908e-05 
  relative difference: 0.0063
static 3rd harmonic / third-order value, xi0 = 0.3: 0.98939
EXAMPLE
dipole mu: 1.0 e*angstrom
thermal energy kB*T: 0.025 eV
field amplitude E0: 0.0025 V/angstrom
hbar/tau: 1.0e-04 eV
hbar*omega: 5.0e-05 eV
xi0 = mu*E0/(kB*T): 0.100
x = omega*tau: 0.500
linear <P1> amplitude at omega: 2.6667e-02 -1.3333e-02 i, modulus 2.9814e-02 
<P2> amplitude at 2 omega: 2.0000e-04 -2.0000e-04 i, modulus 2.8284e-04 
constant part of <P2>: 2.6667e-04
cubic correction to <P1> at omega: -8.4444e-06 +7.5556e-06 i, modulus 1.1331e-05 
<P1> amplitude A3 at 3 omega: 5.1282e-07 +2.5641e-06 i, modulus 2.6149e-06 
same from grid solution at full field: 5.1165e-07 +2.5625e-06 i, modulus 2.6131e-06 
dipole amplitude p3: 5.1282e-07 +2.5641e-06 i, modulus 2.6149e-06 e*angstrom
modulus of p3 in atomic units: 4.9414e-06 e*a0
phase of p3: 78.69 degrees
fifth-order relative correction to A3: modulus 7.4e-04
TABLE: x, hbar*omega (eV), |A3|/static, phase (deg), grid |A3|/static
0.1000  1.000e-05  0.95096    153.78  0.95093
0.4201  4.201e-05  0.55184     90.00  0.55182
0.5000  5.000e-05  0.47068     78.69  0.47066
1.0000  1.000e-04  0.18605     29.74  0.18605
1.5275  1.528e-04  0.08182     -0.00  0.08182
5.0000  5.000e-04  0.00375    -58.18  0.00375
OK
```
